# Mean Exit Time of a Tracer with Reversible Wall Adsorption

## The form of the answer

A carrier gas flows at volume rate $Q$ through a reactor of gas volume $V$ and wall area $S$. A dilute tracer is carried along and sticks reversibly to the wall. At equilibrium, a gas concentration $c$ (amount per volume) is accompanied by an adsorbed amount per area $\sigma=Kc$, so $K$ is a length and $KS$ is a volume. The only time that can be made from $V$ and $Q$ is $V/Q$. The mean exit time $\bar t$ must therefore have the form

$$\bar t=\frac{V}{Q}\,\Phi\!\left(\frac{KS}{V},\ \ldots\right), \tag{1}$$

where the dots stand for the remaining dimensionless groups: the ratio of flow to diffusion, the desorption rate times $V/Q$, and the vessel's shape.

A steady feed suggests what $\Phi$ is. If gas of concentration $c_0$ enters until everything is steady and uniform, the vessel holds $(V+KS)c_0$ while $Qc_0$ passes through per unit time. The ratio of content to throughput is $(V+KS)/Q$, so that $\Phi=1+KS/V$. It remains to show that this ratio is the mean exit time of a pulse, that the uniform state is the right one, and that the other groups drop out.

## The model

The boundary of the vessel consists of an inlet, an outlet and a wall, with outward unit normal $\mathbf n$. The flow $\mathbf u$ is steady, and the carrier density is uniform, so $\nabla\cdot\mathbf u=0$. With $u_n=\mathbf u\cdot\mathbf n$, we have $u_n<0$ on the inlet, $u_n>0$ on the outlet and $u_n=0$ on the wall. The tracer flux is $\mathbf J=\mathbf uc-D\nabla c$ with $D>0$, and

$$\frac{\partial c}{\partial t}+\nabla\cdot\mathbf J=0 . \tag{2}$$

On the wall, adsorption is proportional to $c$ and desorption to $\sigma$. What leaves the gas arrives on the wall:

$$\frac{\partial\sigma}{\partial t}=k_ac-k_d\sigma=\mathbf J\cdot\mathbf n,\qquad K=\frac{k_a}{k_d}. \tag{3}$$

The vessel starts clean. At $t=0$ an amount $M$ enters as gas, distributed over the inlet in proportion to the local inflow, and no tracer diffuses back out. It leaves through the outlet by flow alone:

$$-\mathbf J\cdot\mathbf n=\frac{M}{Q}|u_n|\,\delta(t)\ \text{(inlet)},\qquad \mathbf n\cdot\nabla c=0\ \text{(outlet)}. \tag{4}$$

Nothing reacts or is lost. The flow need not be parabolic, and $K$ may vary along the wall until it is stated to be uniform.

## From the exit signal to the content

Let $f(t)$ be the amount leaving per unit time and $N(t)$ the amount still inside, on the wall or in the gas:

$$N=\int c\,dV+\int\sigma\,dS,\qquad \frac{dN}{dt}=-f\quad(t>0). \tag{5}$$

The second relation follows from (2) and (3), because the exchange between gas and wall cancels in the sum. Integrating by parts up to a time $T$,

$$\int_0^T t f\,dt=-T\,N(T)+\int_0^T N\,dt . \tag{6}$$

To let $T\to\infty$ we need $N$ to decay fast enough. Consider

$$E=\tfrac12\int c^2\,dV+\tfrac12\int\frac{\sigma^2}{K}\,dS,$$

the second integral running over the adsorbing wall. For the gas part, multiply (2) by $c$ and integrate by parts:

$$\frac{d}{dt}\int\frac{c^2}{2}dV=-\oint c\,\mathbf J\cdot\mathbf n\,dS+\int\nabla c\cdot\mathbf J\,dV .$$

Since $\nabla\cdot\mathbf u=0$, we have $c\,\mathbf u\cdot\nabla c=\nabla\cdot(\mathbf uc^2/2)$, so the last integral equals $\frac12\oint u_nc^2dS-\int D|\nabla c|^2dV$. After the pulse, $\mathbf J\cdot\mathbf n$ is zero on the inlet, $u_nc$ on the outlet and $k_ac-k_d\sigma$ on the wall. The wall part of $dE/dt$ is $\int(\sigma/K)(k_ac-k_d\sigma)dS$. Using $k_d\sigma=k_a\sigma/K$, the sum is

$$\frac{dE}{dt}=-\int_{\rm in}\frac{|u_n|c^2}{2}dS-\int_{\rm out}\frac{u_nc^2}{2}dS-\int D|\nabla c|^2dV-\int k_a\Big(c-\frac{\sigma}{K}\Big)^2dS . \tag{7}$$

In a bounded, connected vessel with a regular boundary, the gradient term and the outlet term together control both $\int c^2dV$ and the wall integral of $c^2$. The last term then controls $\sigma$, provided $K$ is bounded and $k_d$ is bounded away from zero. Hence $dE/dt\le-\gamma E$ with some $\gamma>0$. Both $E$ and $N$ decay exponentially once diffusion has smoothed the initial pulse. So $TN(T)\to0$, all of $M$ leaves, and (6) gives

$$\bar t=\frac1M\int_0^\infty t f\,dt=\frac1M\int_0^\infty N\,dt . \tag{8}$$

## The time-integrated concentration is uniform

Define, at each point of the gas and the wall,

$$C=\int_0^\infty c\,dt,\qquad \Sigma=\int_0^\infty\sigma\,dt . \tag{9}$$

Integrate (3) over all time. The wall is clean at the beginning and at the end, so the left side gives zero:

$$0=k_aC-k_d\Sigma\quad\Longrightarrow\quad \Sigma=KC . \tag{10}$$

The same integration shows that the net amount passing from gas to wall, summed over time, vanishes at every point of the wall. Integrating (2) and (4) as well, with the pulse counted in the inlet condition, gives a steady problem:

$$\nabla\cdot(\mathbf uC-D\nabla C)=0, \tag{11}$$

with zero normal flux at the wall, inflow $|u_n|M/Q$ per area at the inlet, and $\mathbf n\cdot\nabla C=0$ at the outlet. The rates $k_a$ and $k_d$ have disappeared from it. A constant satisfies (11), the wall condition and the outlet condition. At the inlet it gives an inflow $|u_n|C$, which is correct if

$$C=\frac MQ . \tag{12}$$

There is no other solution. Let $w$ be the difference of two solutions. It obeys (11) with no inflow. Multiply by $w$ and integrate by parts, treating the flow term as before:

$$0=\int_{\rm out}u_nw^2dS-\frac12\oint u_nw^2dS+\int D|\nabla w|^2dV .$$

The closed integral is the outlet part minus $\int_{\rm in}|u_n|w^2dS$, so

$$\frac12\int_{\rm in}|u_n|w^2dS+\frac12\int_{\rm out}u_nw^2dS+\int D|\nabla w|^2dV=0 . \tag{13}$$

No term is negative, so each vanishes. Then $w$ is constant in the vessel and zero at the outlet, hence zero everywhere.

Equation (12) holds even in a stagnant corner reached by diffusion alone. The mean time per molecule spent in the gas of that corner is its volume times $C/M$, that is, its volume divided by $Q$. If diffusion into the corner is so slow that few molecules go there, those that do must stay correspondingly long.

## The result and its meaning

Inserting (5), (10) and (12) in (8),

$$\bar t=\frac1M\left(\int C\,dV+\int KC\,dS\right)=\frac{V+\int K\,dS}{Q}. \tag{14}$$

For uniform $K$ this becomes

$$\boxed{\;\bar t=\frac VQ\left(1+\frac{KS}{V}\right)\;} \tag{15}$$

The added time can be counted event by event. The gross adsorption rate per area is $k_ac$, so the mean number of adsorptions per molecule is

$$\bar n=\frac1M\int k_aC\,dS=\frac{k_aS}{Q}. \tag{16}$$

Desorption at the constant rate $k_d$ means a mean stay $\tau=1/k_d$. The product $\bar n\tau=KS/Q$ is the wall term in (15). Faster adsorption and desorption at equal $K$ give more visits, each shorter in proportion.

Two limits show what the mean leaves open. Let exchange with the wall be fast, so that $\sigma=Kc$ at all times. In a perfectly mixed vessel, $(V+KS)\,dc/dt=-Qc$, and the content decays as $e^{-t/\bar t}$. Clearing to one part in a thousand then takes $\ln 1000\approx6.9$ mean times. In plug flow without axial diffusion, along a tube of cross-section $A$ and perimeter $P$,

$$(A+KP)\frac{\partial c}{\partial t}+Q\frac{\partial c}{\partial x}=0 .$$

The pulse moves at speed $Q/(A+KP)$ and all of it leaves at $L(A+KP)/Q=(V+KS)/Q$. The means agree, but the purge times do not.

## Wall rates and the spread

The rates at fixed $K$ do change the width of the exit signal, and the change can be found for any vessel. Take $K$ and $\tau$ uniform and denote Laplace transforms by hats, with variable $\lambda$. Equation (3) gives $\lambda\hat\sigma=k_a\hat c-k_d\hat\sigma$, hence

$$\hat\sigma=\frac{K\hat c}{1+\lambda\tau}. \tag{17}$$

From (5), with $N=M$ just after the pulse, $\hat N=(M-\hat f)/\lambda$. Expanding $\hat f=M(1-\lambda\bar t+\lambda^2\overline{t^2}/2-\ldots)$,

$$\frac{\hat N}{M}=\bar t-\frac{\lambda}{2}\,\overline{t^2}+\ldots,\qquad \hat N=\int\hat c\,dV+\int\frac{K\hat c}{1+\lambda\tau}\,dS . \tag{18}$$

The gas sees the wall through the flux $\lambda\hat\sigma=K\hat c(\lambda-\lambda^2\tau+\ldots)$. So $\tau$ first affects $\hat c$ at order $\lambda^2$. At order $\lambda$, the dependence of $\hat N$ on $\tau$ comes from the explicit denominator in (18) with $\hat c\to C=M/Q$, and is $-\lambda\tau KSM/Q$. Comparison gives a contribution $2\tau KS/Q$ to $\overline{t^2}$. Since $\bar t$ does not depend on $\tau$, the variance is

$$\operatorname{var}t=(\operatorname{var}t)_{\tau\to0}+\frac{2KS}{Q}\,\tau , \tag{19}$$

with $K$, the flow and the vessel held fixed.

## Worked example: a trace vapour in a tube reactor

Consider a low-pressure, warm-wall tube reactor for chemical vapour deposition. All parameters are round and meant as rough typical values. The radius is $R=2$ cm and the length $L=40$ cm, so $V=502.7$ cm³ and $S=502.7$ cm². Their ratio is $S/V=2/R=1$ cm⁻¹. The carrier enters at 500 sccm, is at 1 Torr and 400 K, and fills at that state the volume rate

$$Q=\frac{500}{60}\times\frac{760}{1}\times\frac{400}{273.15}=9275\ \text{cm}^3/\text{s}.$$

The mean speed is $u=Q/(\pi R^2)=738$ cm/s and the diffusion coefficient is taken as 300 cm²/s.

The tracer has mass $m=18$ u. In a Maxwell gas the number striking a wall per area and time is $c\int_0^\infty v_xg(v_x)dv_x=c\sqrt{k_BT/2\pi m}$, where $g$ is the distribution of one velocity component. With the mean speed $\bar v=\sqrt{8k_BT/\pi m}$ this equals $c\bar v/4$. For a sticking probability of 0.1 and $\bar v=6.859\times10^4$ cm/s,

$$k_a=0.1\times\frac{6.859\times10^4}{4}=1715\ \text{cm/s}.$$

With binding energy $E_b=0.78$ eV and attempt rate $\nu=10^{13}$ s⁻¹, the stay is $\tau=\nu^{-1}e^{E_b/k_BT}=0.6723$ ms. Hence

$$K=k_a\tau=1.153\ \text{cm},\qquad 1+\frac{KS}{V}=2.153 .$$

The gas-only time is $V/Q=54.2$ ms and the wall adds $KS/Q=62.5$ ms, so $\bar t=116.7$ ms, or 0.117 s. The wall holds the molecule slightly longer than the gas does. By (16) it adsorbs $1715\times502.7/9275\approx93$ times on its way.

The transport problem was also solved numerically for this tube with a parabolic velocity profile. The mean taken from the exit signal in time is 116.681 ms, equal to the formula's value to all printed digits. A plug-flow model with axial diffusion, solved without a grid, gives the same number. So does the parabolic-flow model with both wall rates slowed by a factor of 100 at fixed $K$.

The standard deviation, however, rises from 32.1 to 96.7 ms on slowing. Equation (19) accounts for this:

$$\sqrt{32.1^2+2\times62.48\times(67.23-0.6723)}\ \text{ms}=96.7\ \text{ms}.$$

Without adsorption the standard deviation is 9.4 ms (the 9.43 in the output is about 0.01 ms high from the finite grid). Adsorption therefore widens the signal by a factor of 3.4 here, more than the factor 2.15 by which it delays the mean.

## Where the factor fails

**Uneven injection.** If the tracer enters near the axis alone, the inlet condition is no longer met by a constant $C$. The steady problem (11) still does not contain $K$, so the ratio of the means with and without adsorption is

$$1+K\,\frac{\int C\,dS}{\int C\,dV}. \tag{20}$$

For entry within 1.7 mm of the axis, the numerical value is 2.129 instead of 2.153. The wall average of $C$ is thus $1.129/1.153=0.979$ of its gas average: the tracer must first diffuse to the wall and misses part of it near the inlet.

**Permanent loss.** Let each adsorption end in permanent loss with probability $p$. A molecule that would adsorb $n$ times survives with probability $(1-p)^n$. This function is convex in $n$, so the surviving fraction is at least $(1-p)^{\bar n}$. For $p=0.01$ this lower bound is $0.99^{92.94}=0.39$, and the computed fraction is 0.417. The survivors' mean exit time is 106.2 ms, 9% below the lossless value. This value takes the loss as a rate competing with desorption, which shortens each stay by 1% and accounts for about 0.5 ms of the 10.5 ms drop. The rest is selection: survivors make fewer wall visits (about 82 instead of 93, worth 7.6 ms) and also spend less time in the gas (51.9 instead of 54.2 ms). A reacting precursor therefore does not obey (15).

**Open inlet.** Suppose the tube continues upstream with the same walls, in plug flow, and the pulse is released at $x=0$. Downstream $C=M/Q$ as before. Upstream no net amount passes, so $uC=D\,dC/dx$ and $C=(M/Q)e^{ux/D}$ for $x<0$. The upstream part adds an effective length $\int_{-\infty}^0e^{ux/D}dx=D/u$, and

$$\bar t=\frac{V+KS}{Q}\left(1+\frac{D}{uL}\right). \tag{21}$$

Here $D/(uL)=300/(738\times40)=1.0\%$. The parabolic profile gives the same 1.0% in this tube if the pulse is released in proportion to the local flow and $u$ is the mean speed.

**Site filling.** If adsorption needs one of $n_s$ free sites per area, equilibrium reads $k_ac(1-\sigma/n_s)=k_d\sigma$, or

$$\sigma=\frac{Kc}{1+Kc/n_s}. \tag{22}$$

For a feed switched on at concentration $c_0$, the content finally stored, divided by $Qc_0$, is the mean delay of the front. Site filling multiplies its wall part by the factor $1/(1+Kc_0/n_s)$. With $n_s=10^{15}$ cm⁻² and a tracer pressure of $10^{-4}$ Torr, $Kc_0/n_s$ is 0.28%. At $10^{-2}$ Torr it would be 28%, and the wall part would fall from 62 to about 49 ms.

**Wall temperature.** For nonuniform $K$, (14) replaces (15). Keep the gas and $k_a$ at their 400 K values and change the wall temperature alone. A wall 10 K colder gives 165.8 ms, 42% above the original mean; one 10 K hotter gives 90.2 ms, 23% below it. A linear rise from 390 K at the inlet to 410 K at the outlet gives 120.4 ms. The excess of 3% arises because $e^{E_b/k_BT}$ is convex in $T$, so the cold half gains more than the hot half loses.

## The model beside a real reactor

A pressure near 1 Torr and a flow of some hundreds of sccm are ordinary for low-pressure deposition in tubes. A wall at 400 K is cool: it suits low-temperature processes or the cooler ends of a furnace, while many tube processes run several hundred kelvin hotter. At 800 K the exponent $E_b/k_BT$, here 22.6, would halve, and the stay would drop from 0.67 ms to about 8 ns. This tracer's wall time would then be negligible. The flow assumptions are mild in the example: the pressure falls by 1% along the tube, the mean free path is 0.4% of the radius, and the Reynolds number is 15. The wall is the weak point. A real surface is rough and offers a range of binding energies. If its true area were twice the geometric one, with $K$ per true area unchanged, the mean would be $54.2+2\times62.5\approx179$ ms. If the binding energy were 0.05 eV larger, $K$ would grow by $e^{0.05/0.0345}\approx4.3$ and the wall time to about 0.27 s. The predicted 0.117 s is thus precise for the stated model, but for a real tube it is at best an order-of-magnitude estimate unless $K$ has been measured on the actual wall. The numerical output below lists the values used.

## Table of computed values

```
tube radius: 2 cm
tube length: 40 cm
temperature: 400 K
pressure: 1 Torr
carrier flow: 500 sccm
diffusion coefficient: 300 cm2/s
tracer mass: 18 u
sticking probability: 0.1
binding energy: 0.78 eV
attempt rate: 1e+13 1/s
gas volume V: 502.7 cm3
wall area S: 502.7 cm2
volume flow Q: 9275 cm3/s
mean gas speed: 738 cm/s
thermal speed of tracer: 6.859e+04 cm/s
adsorption velocity k_a: 1715 cm/s
stay per adsorption 1/k_d: 0.6723 ms
equilibrium constant K: 1.153 cm
factor 1+KS/V: 2.153
gas-only time V/Q: 54.2 ms
added wall time KS/Q: 62.48 ms
mean exit time, formula: 116.681 ms
mean exit time, signal in time: 116.681 ms
mean exit time, plug-flow model: 116.681 ms
adsorptions per molecule, k_a S/Q: 92.94
adsorptions per molecule, from tiny loss: 92.93
standard deviation, no adsorption: 9.43 ms
standard deviation, with adsorption: 32.1 ms
slowing of both wall rates: 100
mean exit time, slowed rates: 116.681 ms
standard deviation, slowed rates: 96.7 ms
factor for injection near axis only: 2.129
wall temperature change: 10 K
mean exit time, whole wall colder: 165.8 ms
mean exit time, whole wall hotter: 90.18 ms
mean exit time, cold-to-hot gradient: 120.4 ms
loss probability per adsorption: 0.01
fraction that still exits: 0.417
mean exit time of survivors: 106.2 ms
open-inlet increase D/(uL): 1.02 %
tracer partial pressure: 0.0001 Torr
adsorption site density: 1e+15 1/cm2
site filling K c/n_sites: 0.28 %
carrier mass: 28 u
carrier viscosity: 2.2e-05 Pa s
pressure drop / pressure: 0.97 %
mean free path / radius: 0.36 %
Reynolds number: 15
```
